# Thouless' Theorem: Non-Orthogonal Determinants as Exponentials of Single Excitations, part 2

Thouless's theorem writes one $N$-electron determinant as an exponential of single excitations acting on another. Its consequences are developed here and tested on an example, with lengths in bohr and energies in hartree.

The orthonormal spin orbitals $p,q,r=1,\dots,M$ have operators that satisfy

$$
\{a_p,a_q^\dagger\}=\delta_{pq},\qquad \{a_p,a_q\}=\{a_p^\dagger,a_q^\dagger\}=0,
$$

and the vacuum obeys $a_p|0\rangle=0$. The reference $|\Phi_0\rangle=a_1^\dagger a_2^\dagger\cdots a_N^\dagger|0\rangle$ occupies the orbitals $i,j=1,\dots,N$ and leaves the virtual orbitals $a,b=N+1,\dots,M$ empty. Thus $a_a^\dagger$ creates an electron in the virtual orbital $a$. The excitation operators $X_{ai}=a_a^\dagger a_i$ commute.

A second determinant is

$$
|\Phi\rangle=b_1^\dagger b_2^\dagger\cdots b_N^\dagger|0\rangle,\qquad b_k^\dagger=\sum_{p=1}^{M}a_p^\dagger C_{pk}.
$$

The columns of $C$ are linearly independent but need not be orthonormal. Its occupied rows form the block $C_o$, its virtual rows the block $C_v$.

**Theorem (Thouless).** If $\langle\Phi_0|\Phi\rangle\neq0$, then $C_o$ is invertible and

$$
|\Phi\rangle=\det(C_o)\,e^{T}|\Phi_0\rangle,\qquad
T=\sum_{ai}t_{ai}\,a_a^\dagger a_i,\qquad t=C_vC_o^{-1}.
$$

The matrix $t$ is the only one for which $|\Phi\rangle$ is proportional to $e^T|\Phi_0\rangle$. Conversely, for every complex $(M-N)\times N$ matrix $t$, the state $e^T|\Phi_0\rangle$ is the determinant with coefficient matrix $\binom{1}{t}$, and its overlap with $|\Phi_0\rangle$ is one.

Determinants with coefficient matrices $B$ and $C$ have the overlap

$$
\langle\Phi_B|\Phi_C\rangle=\det(B^\dagger C),\qquad\text{in particular}\qquad \langle\Phi_0|\Phi\rangle=\det C_o .
$$

The proof transformed each creator separately, using $T|0\rangle=0$ and hence $e^{-T}|0\rangle=|0\rangle$:

$$
e^Ta_1^\dagger e^{-T}\,e^Ta_2^\dagger e^{-T}\cdots e^Ta_N^\dagger e^{-T}|0\rangle=e^Ta_1^\dagger\cdots a_N^\dagger e^{-T}|0\rangle=e^T|\Phi_0\rangle .
$$

### Corollary 1: excited determinants have minors as coefficients

Each power of $T$ moves one more electron to the virtual space. There are $N$ electrons to move and $M-N$ places to put them, so on $|\Phi_0\rangle$ the series ends at order $\min(N,M-N)$ at the latest.

The second-order term is

$$
\tfrac12T^2|\Phi_0\rangle=\tfrac12\sum_{ai}\sum_{bj}t_{ai}t_{bj}X_{ai}X_{bj}|\Phi_0\rangle .
$$

Fix two different occupied labels $i,j$ and two different virtual labels $a,b$. Four terms of the sum lead to the same doubly excited determinant. Two contain $X_{ai}X_{bj}$, in either order, and two contain $X_{aj}X_{bi}$. The two products differ by a sign:

$$
X_{aj}X_{bi}=-a_a^\dagger a_b^\dagger a_ja_i=+a_a^\dagger a_b^\dagger a_ia_j=-X_{ai}X_{bj}.
$$

The factor $\tfrac12$ cancels the two orders, and the coefficient of $X_{ai}X_{bj}|\Phi_0\rangle$ is

$$
t_{ai}t_{bj}-t_{aj}t_{bi}.
$$

The same counting works at order $n$. For chosen labels $i_1,\dots,i_n$ and $a_1,\dots,a_n$, each pairing of $a_k$ with $i_{\pi(k)}$ occurs in $n!$ orders, which cancels $1/n!$. Rearranging the annihilators gives $\operatorname{sgn}(\pi)$. The coefficient is the determinant of the $n\times n$ matrix with entries $t_{a_ki_l}$.

For a determinant not orthogonal to the reference, all coefficients, taken relative to that of $|\Phi_0\rangle$, are thus fixed by those of the single excitations. This also shows when the exponential may be cut after the linear term. If $(1+T)|\Phi_0\rangle$ is a determinant, it has overlap one with the reference, and by uniqueness it equals $e^T|\Phi_0\rangle$ with the same $t$. All its $2\times2$ minors must then vanish, so $t$ has rank at most one. Conversely, if $t$ has rank at most one, all minors of order two and higher vanish and $e^T|\Phi_0\rangle=(1+T)|\Phi_0\rangle$. For $t$ of higher rank, the linear truncation is a superposition that no single determinant can represent.

### Corollary 2: norm and excitation weights

Setting $B=C=\binom1t$ in the overlap formula gives

$$
\langle e^T\Phi_0|e^T\Phi_0\rangle=\det(1+t^\dagger t).
$$

The operator $e^T$ is not unitary: it keeps the overlap with the reference equal to one and lets the norm grow.

The norm can be resolved by excitation rank, the number of electrons in virtual orbitals. Let $w_n$ be the squared norm of the rank-$n$ part of $e^T|\Phi_0\rangle$. Replace $t$ by $\sqrt x\,t$ with $x\ge0$. The rank-$n$ part is of order $n$ in $t$, so its squared norm becomes $x^nw_n$. Parts of different rank are orthogonal, and hence

$$
\sum_nw_nx^n=\det(1+x\,t^\dagger t)=\prod_k(1+x\tau_k^2),
$$

where $\tau_k^2$ are the $N$ eigenvalues of $t^\dagger t$. In the normalized state, rank $n$ has the weight $w_n/\det(1+t^\dagger t)$.

If the orbitals of $|\Phi\rangle$ are orthonormal, $C_o^\dagger C_o+C_v^\dagger C_v=1$. Inserting $C_v=tC_o$ gives

$$
C_o^\dagger(1+t^\dagger t)C_o=1,\qquad\text{hence}\qquad 1+t^\dagger t=(C_oC_o^\dagger)^{-1}.
$$

The singular values of $C_o$ lie between 0 and 1 and can be written $\cos\theta_k$ with $0\le\theta_k<90^\circ$. The last equation then says $1+\tau_k^2=1/\cos^2\theta_k$, or $\tau_k=\tan\theta_k$. The $\theta_k$ are the principal angles between the two occupied spaces, and

$$
|\langle\Phi_0|\Phi\rangle|=|\det C_o|=\prod_k\cos\theta_k .
$$

A single angle close to $90^\circ$ makes the overlap small and one singular value of $t$ large.

### Corollary 3: unitary orbital rotations

Orbitals can also be changed by a unitary operator, which preserves the norm. Let $K$ be a complex $(M-N)\times N$ matrix and

$$
\hat\kappa=\sum_{ai}\left(K_{ai}a_a^\dagger a_i-K_{ai}^*a_i^\dagger a_a\right)=\sum_{pq}\kappa_{pq}a_p^\dagger a_q,\qquad
\kappa=\begin{pmatrix}0&-K^\dagger\\K&0\end{pmatrix}.
$$

Since $\hat\kappa^\dagger=-\hat\kappa$, the operator $e^{\hat\kappa}$ is unitary. To find its action on the orbitals, use

$$
a_p^\dagger a_qa_r^\dagger=a_p^\dagger(\delta_{qr}-a_r^\dagger a_q)=\delta_{qr}a_p^\dagger+a_r^\dagger a_p^\dagger a_q ,
$$

which gives $[\hat\kappa,a_r^\dagger]=\sum_pa_p^\dagger\kappa_{pr}$. The operators $g_r(\lambda)=e^{\lambda\hat\kappa}a_r^\dagger e^{-\lambda\hat\kappa}$ therefore obey

$$
\frac{dg_r}{d\lambda}=\sum_pg_p(\lambda)\kappa_{pr},\qquad g_r(0)=a_r^\dagger,
$$

with the solution $g_r(1)=\sum_pa_p^\dagger(e^\kappa)_{pr}$. Because $\hat\kappa|0\rangle=0$, the argument used for $e^T$ applies again: $e^{\hat\kappa}|\Phi_0\rangle$ is the determinant whose coefficient matrix consists of the first $N$ columns of $e^\kappa$.

These columns follow from the powers of $\kappa$. Its square is block diagonal, with occupied block $-K^\dagger K$. Even powers contribute to $C_o$ and odd powers to $C_v$:

$$
C_o=\sum_m\frac{(-1)^m(K^\dagger K)^m}{(2m)!},\qquad
C_v=\sum_m\frac{(-1)^mK(K^\dagger K)^m}{(2m+1)!}.
$$

Write the singular value decomposition $K=W\theta Z^\dagger$, with unitary $W$ and $Z$ and a rectangular diagonal matrix $\theta$ with entries $\theta_k\ge0$. If $M-N<N$, the missing $\theta_k$ are set to zero. Then $K^\dagger K=Z\,\mathrm{diag}(\theta_k^2)\,Z^\dagger$, and the sums are the cosine and sine series:

$$
C_o=Z\cos(\theta)Z^\dagger,\qquad C_v=W\sin(\theta)Z^\dagger .
$$

Here $\cos(\theta)$ is the square diagonal matrix with entries $\cos\theta_k$, and $\sin(\theta)$ has the rectangular shape of $K$. If no cosine vanishes,

$$
t=C_vC_o^{-1}=W\tan(\theta)Z^\dagger,\qquad
e^{\hat\kappa}|\Phi_0\rangle=\Big(\prod_k\cos\theta_k\Big)e^T|\Phi_0\rangle .
$$

For small rotations $\tan\theta_k=\theta_k+\theta_k^3/3+\dots$, so $t$ and $K$ agree up to corrections of third order. For large ones they differ strongly. A rotation through $90^\circ$ is harmless for $e^{\hat\kappa}$ and produces a determinant orthogonal to the reference, while $t$ does not exist there.

In the other direction, any $t$ is obtained by choosing $\theta_k=\arctan\tau_k$ with the $W$ and $Z$ of its own decomposition. Every normalized determinant not orthogonal to the reference is therefore a unitary rotation of it, up to a phase.

### Corollary 4: the stationarity condition of Hartree-Fock theory

Determinants near $|\Phi_0\rangle$ have nonzero overlap with it, so the theorem covers all of them, and the $t_{ai}$ are independent parameters. Let $H$ be the Hamiltonian and $E_0=\langle\Phi_0|H|\Phi_0\rangle$. The squared norm $\det(1+t^\dagger t)$ differs from one in second order, which leaves

$$
E(t)=E_0+2\,\mathrm{Re}\sum_{ai}t_{ai}\langle\Phi_0|HX_{ai}|\Phi_0\rangle+O(t^2).
$$

If the energy is stationary for all small $t$, real and imaginary, then $\langle\Phi_0|HX_{ai}|\Phi_0\rangle=0$ for each pair $a,i$. This is Brillouin's condition. It says nothing about the second-order terms, so a stationary determinant can lie above another one. The following example has this property.

### Example: a chain of four hydrogen atoms

Four hydrogen atoms stand on a line with a spacing of 3.0 bohr, described in the STO-3G basis. This gives four spatial orbitals, hence $M=8$ and $N=4$. The reference is the restricted Hartree-Fock (RHF) determinant, with spatial orbitals 1 and 2 doubly occupied and 3 and 4 empty. The target is an unrestricted Hartree-Fock (UHF) determinant, obtained from a starting density with $\alpha$ and $\beta$ electrons on alternate atoms.

The theorem needs coefficients in an orthonormal basis. If $R$ and $U$ contain the RHF and UHF orbitals as combinations of atomic functions with overlap matrix $S$, then $C=R^\dagger SU$. Neither determinant mixes the spins, so $t$ has one $2\times2$ block for each. Six decimals are kept below to make the arithmetic traceable; the last one can be off by a unit through rounding.

For the $\alpha$ electrons,

$$
C_o=\begin{pmatrix}0.886670&0.234449\\0.214467&-0.780851\end{pmatrix},\quad
C_v=\begin{pmatrix}0.115292&-0.575291\\0.393102&0.065923\end{pmatrix}.
$$

The determinant is $\det C_o=-0.692357-0.050282=-0.742639$, and the inverse is

$$
C_o^{-1}=\begin{pmatrix}1.051455&0.315697\\0.288790&-1.193945\end{pmatrix}.
$$

The product $C_vC_o^{-1}$ gives, element by element,

$$
\begin{aligned}
t_{31}&=0.121224-0.166138=-0.044914,\\
t_{32}&=0.036397+0.686866=0.723263,\\
t_{41}&=0.413329+0.019038=0.432367,\\
t_{42}&=0.124101-0.078708\approx0.045392 .
\end{aligned}
$$

The $\beta$ block has the same $t_{31}$ and $t_{42}$, while $t_{32}$ and $t_{41}$ change sign. This pattern expresses inversion symmetry. The RHF orbitals 1 to 4 have parities $p=+1,-1,+1,-1$. If inversion maps the occupied $\alpha$ space of the UHF state onto its $\beta$ space, the rows of $C$ are multiplied by the parities, and

$$
t_{ai}^{\beta}=p_ap_i\,t_{ai}^{\alpha}.
$$

The computed blocks satisfy this relation. The large elements mix orbitals of opposite parity, with opposite signs for the two spins. The $\beta$ density is then the mirror image of the $\alpha$ density, so the spin density is odd under inversion and the total density is even.

The singular values of the $\alpha$ block are 0.7250 and 0.4341, the tangents of the principal angles $35.94^\circ$ and $23.47^\circ$. The $\beta$ block has the same singular values, since changing signs by parity matrices is a unitary operation. The overlap is the product of the two spin determinants,

$$
\langle\Phi_0|\Phi\rangle=(-0.7426)(0.7426)=-0.5515 .
$$

Its sign depends on the arbitrary signs of the orbitals; its magnitude does not. The squared norm of $e^T|\Phi_0\rangle$ is $1/0.5515^2\approx3.288$.

The excitation weights follow from Corollary 2. With $s=0.7250^2+0.4341^2\approx0.714$ and $d=\det t^\alpha=-0.3148$, the generating function is

$$
(1+sx+d^2x^2)^2=1+2sx+(s^2+2d^2)x^2+2sd^2x^3+d^4x^4 .
$$

Dividing the coefficients by the squared norm gives the weights 0.304, 0.434, 0.215, 0.043 and 0.003 for ranks 0 to 4. In this minimal basis the reference thus carries about 30 % of the UHF state, and single excitations carry more than the reference itself. The numbers are not converged with respect to the basis: in cc-pVTZ the principal angles are $34.0^\circ$ and $19.7^\circ$ and the weights are 0.370, 0.433, 0.170, 0.025 and 0.001. This spread is no sign of electron correlation beyond a single determinant, because the UHF state is one determinant. It reflects the choice of reference. The weights depend only on the singular values of $t$, that is, on the principal angles between the two occupied spaces. Unitary mixing of the RHF orbitals within the occupied set or within the virtual set leaves them unchanged, and with the UHF occupied space as reference all the weight would lie in rank 0.

The double excitations show the minors at work. Moving both $\alpha$ electrons has the coefficient $\det t^\alpha=-0.3148$, relative to one for the reference. Moving one electron of each spin from orbital 2 to orbital 3 has the coefficient $t_{32}^\alpha t_{32}^\beta=-0.523$; the second product in the minor vanishes because $t$ does not connect different spins.

The energies, nuclear repulsion included, are $-1.7792$ hartree for RHF and $-1.9163$ hartree for UHF. Evaluating the full many-electron Hamiltonian in the state $e^T|\Phi_0\rangle$ reproduces the UHF value, as the theorem requires. The lowering of 0.137 hartree, within this basis and at the mean-field level, is reached through the single excitations in $T$, although each of them has a vanishing first-order effect on the energy by Brillouin's condition. The RHF determinant is optimized only under real variations that are equal for both spins, so this condition needs a short argument. That stationarity makes the real part of the sum of the $\alpha$ and $\beta$ elements $\langle\Phi_0|HX_{ai}|\Phi_0\rangle$ vanish for each pair of spatial orbitals, and with real orbitals these elements are real. Exchanging the labels $\alpha$ and $\beta$ leaves $H$ unchanged and the closed-shell $|\Phi_0\rangle$ unchanged up to a sign, so the two elements are equal and each is zero. Excitations that flip a spin have zero elements because $H$ conserves the number of electrons of each spin. The gain therefore comes from second and higher orders in $t$. Its size depends strongly on the basis: in cc-pVTZ the energies are $-1.9783$ and $-2.0446$ hartree, and the lowering is 0.066 hartree, about half the STO-3G value.

The numerical check accompanying this derivation also tests the theorem on random complex, non-orthonormal orbitals, and it includes an orthogonal determinant as the excluded case.

## Values computed for the example and the checks

```
random tests: spin orbitals 8, electrons 4
largest relative error of theorem: 1e-15
H4 chain, STO-3G, spacing: 3.0 bohr
RHF orbital parities 1-4: +1 -1 +1 -1
alpha Co row 1: +0.886670  +0.234449
alpha Co row 2: +0.214467  -0.780851
alpha Cv row 1: +0.115292  -0.575291
alpha Cv row 2: +0.393102  +0.065923
det Co alpha: -0.742639
det Co beta: +0.742639
alpha inverse Co row 1: +1.051455  +0.315697
alpha inverse Co row 2: +0.288790  -1.193945
t alpha (virtual 3,4; occupied 1,2) row 1: -0.044914  +0.723263
t alpha (virtual 3,4; occupied 1,2) row 2: +0.432367  +0.045392
t beta (virtual 3,4; occupied 1,2) row 1: -0.044914  -0.723263
t beta (virtual 3,4; occupied 1,2) row 2: -0.432367  +0.045392
principal angles alpha: 23.4670 35.9430 degrees
singular values of t alpha: 0.725024 0.434128
alpha-alpha double coefficient, det t alpha: -0.314753
overlap <RHF|UHF>: -0.551512
squared norm of exp(T)|RHF>: 3.287685
weight of excitation rank 0 in UHF state: 0.304165
weight of excitation rank 1 in UHF state: 0.434426
weight of excitation rank 2 in UHF state: 0.215385
weight of excitation rank 3 in UHF state: 0.043038
weight of excitation rank 4 in UHF state: 0.002985
RHF energy from pyscf: -1.77917257 hartree
UHF energy from pyscf: -1.91629411 hartree
energy of exp(T)|RHF>: -1.91629411 hartree
UHF minus RHF energy: -0.13712154 hartree
```
